\section*{Exponential growth of stripe domains in ultrathin unscreened films of fixed polarization}

\section{One wall in a thin film}

Take a film occupying $|z|<d/2$ and unbounded in the plane. Its polarization is $+P$ along $z$ for $x>0$ and $-P$ for $x<0$, with one sharp wall at $x=0$. The magnitude $P$ is rigid: it does not respond to the field. There are no electrodes and no free charge. Because the film has no further dielectric response, the permittivity is $\varepsilon_0$ everywhere. I use SI units, which suit film thicknesses and surface energies.

The bound surface charge is the outward normal component of the polarization. For $x>0$ it is $+P$ on the top face and $-P$ on the bottom face; for $x<0$ both signs are reversed.

The field follows from an angle. A strip of surface charge $\sigma$, uniform along $y$, consists of line charges $\sigma\,dx'$, each with field $\sigma\,dx'/(2\pi\varepsilon_0 r)$. At distance $h$ from the plane of the strip the normal component carries a factor $h/r$, so
\begin{equation}
E_\perp=\frac{\sigma}{2\pi\varepsilon_0}\int\frac{h\,dx'}{h^2+(x'-x)^2}
=\frac{\sigma\theta}{2\pi\varepsilon_0},
\end{equation}
where $\theta$ is the angle that the strip subtends.

Consider a point inside the film at $x>0$. The positive half of the top face subtends $\pi/2+\arctan(x/h_1)$ and the negative half $\pi/2-\arctan(x/h_1)$. The difference is $2\arctan(x/h_1)=\pi-2\arctan(h_1/x)$. The bottom face, at distance $h_2=d-h_1$, gives the same expression with $h_2$. Both faces drive the field downwards, so
\begin{equation}
E_z=-\frac{P}{\varepsilon_0}\left[1-\frac{1}{\pi}\left(\arctan\frac{h_1}{x}+\arctan\frac{h_2}{x}\right)\right]
\simeq-\frac{P}{\varepsilon_0}\left[1-\frac{d}{\pi x}\right],\qquad x\gg d .
\label{tail}
\end{equation}
Far from the wall the depolarizing field of a single domain returns, but slowly: the relief falls only as $1/x$.

The electrostatic energy is $\frac12\int\rho\phi\,dV$ with $\rho=-\nabla\cdot\mathbf P$. Integration by parts turns it into $-\frac12\int\mathbf P\cdot\mathbf E\,dV$. The relief therefore lowers the energy density by $(P^2/2\varepsilon_0)\,d/(\pi x)$. Integrate over the thickness $d$ and over both sides of the wall, from $x\sim d$, where the tail begins, to $x\sim w$, where another wall would interfere. The gain per length of wall is
\begin{equation}
2d\int_{\sim d}^{\sim w}\frac{P^2}{2\varepsilon_0}\frac{d}{\pi x}\,dx
\simeq\frac{P^2d^2}{\pi\varepsilon_0}\ln\frac{w}{d}.
\end{equation}
The wall costs $\gamma$ per wall area, hence $\gamma d$ per length. Equating gain and cost gives
\begin{equation}
w\sim d\,e^{\ell/d},\qquad \ell=\frac{\pi\varepsilon_0\gamma}{P^2}.
\label{estimate}
\end{equation}
This shows the mechanism. Each logarithmic interval of distance yields a gain proportional to $d^2$, while the wall costs an energy proportional to $d$. In a thinner film the gain therefore falls faster than the cost, and a wall needs exponentially more room to repay its energy. The numerical factor is still open, because both integration limits were rough.

\section{From one wall to a periodic array}

Now place walls at $x=jw$ for all integers $j$, with alternating sense. The stripes have equal width $w$ and the period is $2w$. Equal widths are an assumption, natural when no external field favours either sign.

Fields superpose. By \eqref{tail}, the wall at $jw$ contributes a step, which adds up to the local single-domain field, and a tail $(-1)^jPd/[\pi\varepsilon_0(x-jw)]$. For $0<x<w$, and away from the walls on the scale of $d$, the fractional reduction of the depolarizing field is
\begin{equation}
\frac{d}{\pi}\sum_{j=-\infty}^{\infty}\frac{(-1)^j}{x-jw}
=\frac{d}{w\,\sin(\pi x/w)},
\end{equation}
by the partial-fraction series of $1/\sin$, summed symmetrically. Near $x=0$ this returns $d/(\pi x)$, the single-wall result.

A direct sum of strip fields at mid-film, with $w/d=100$ and $x/w=0.3$, gives a reduction of $0.012360$; the formula gives $0.012361$. The tail is therefore right, but it cannot describe the region within about $d$ of a wall. That region contributes to the constant beside the logarithm, so the full energy is needed.

\section{The energy at any thickness}

On the top face the charge is a square wave,
\begin{equation}
\sigma(x)=\sum_{n\ \mathrm{odd}}\sigma_n\sin k_nx,\qquad
\sigma_n=\frac{4P}{n\pi},\qquad k_n=\frac{n\pi}{w},
\end{equation}
with $n>0$, and the bottom face carries $-\sigma(x)$. One sheet with charge $\sigma_n\sin k_nx$ has the decaying potential $C\sin(k_nx)\,e^{-k_n|z|}$, where $z$ is measured from the sheet. The normal field jumps by $2k_nC\sin k_nx$ across it, and this must equal $\sigma_n\sin(k_nx)/\varepsilon_0$. Hence $C=\sigma_n/(2\varepsilon_0k_n)$.

At the top face the opposite sheet subtracts a fraction $e^{-k_nd}$. The energy per film area is $\frac12\langle\sigma\phi\rangle$ for each face. The average of $\sin^2$ is $\frac12$, the two faces contribute equally, and different harmonics are orthogonal. The depolarization energy per film area is therefore
\begin{align}
F_{\rm dep}&=\sum_{n\ \mathrm{odd}}\frac{\sigma_n^2}{4\varepsilon_0k_n}\left(1-e^{-k_nd}\right)
=\frac{4P^2w}{\pi^3\varepsilon_0}\,S(t),\\
S(t)&=\sum_{n\ \mathrm{odd}}\frac{1-e^{-nt}}{n^3},\qquad t=\frac{\pi d}{w}.
\end{align}
There is one wall of height $d$ in each width $w$, which adds $\gamma d/w$. The walls are taken as straight and thin compared with $d$.

I compared this series with the volume integral of $-\frac12PE_z$, using the strip fields, at $w/d=0.5$, $2$ and $20$. The largest difference was $7\times10^{-7}$ in units of $P^2d/\varepsilon_0$.

\section{The thin-film limit and its constant}

For $d\ll w$ we need $S$ at small $t$. Expanding each exponential separately fails at second order, since it produces the divergent sum $\sum 1/n$. Differentiation avoids this:
\begin{align}
S'(t)&=\sum_{n\ \mathrm{odd}}\frac{e^{-nt}}{n^2},\qquad S'(0)=\frac{\pi^2}{8},\\
S''(t)&=-\sum_{n\ \mathrm{odd}}\frac{e^{-nt}}{n}=-A(t),\\
A(t)&=\operatorname{artanh}(e^{-t})=\frac12\ln\frac{1+e^{-t}}{1-e^{-t}}=-\frac12\ln\tanh\frac t2 .
\end{align}
Since $\tanh(t/2)=(t/2)[1+O(t^2)]$, we have $S''=\frac12\ln(t/2)+O(t^2)$. Integrating twice, with $S(0)=0$,
\begin{align}
S'(t)&=\frac{\pi^2}{8}+\frac t2\left[\ln\frac t2-1\right]+O(t^3),\\
S(t)&=\frac{\pi^2t}{8}+\frac{t^2}{4}\left[\ln\frac t2-\frac32\right]+O(t^4).
\end{align}

Insert $t=\pi d/w$. The linear term gives $P^2d/(2\varepsilon_0)$, the single-domain energy. The quadratic term has the prefactor $(4P^2w/\pi^3\varepsilon_0)(\pi^2d^2/4w^2)=P^2d^2/(\pi\varepsilon_0w)$. Write $\gamma=P^2\ell/(\pi\varepsilon_0)$ and $L=\ln(2w/\pi d)$. To this order the total energy is
\begin{equation}
F=\frac{P^2d}{2\varepsilon_0}+\frac{P^2d^2}{\pi\varepsilon_0w}\left[\frac{\ell}{d}-L-\frac32\right].
\label{thinF}
\end{equation}
The coefficient of the logarithm agrees with the one-wall estimate. At $w/d=20$ the electrostatic gain alone, without the wall cost, is $0.064365\,P^2d/\varepsilon_0$ by this law and $0.064370\,P^2d/\varepsilon_0$ by the strip integral.

Since $dL/dw=1/w$, the width derivative is
\begin{equation}
\frac{\partial F}{\partial w}=-\frac{P^2d^2}{\pi\varepsilon_0w^2}\left[\frac{\ell}{d}-L-\frac12\right].
\end{equation}
It changes from negative to positive as $w$ grows, so its zero is a minimum. There $L=\ell/d-\frac12$, and
\begin{equation}
\boxed{\,w_0=\frac{\pi d}{2}\exp\left(\frac{\ell}{d}-\frac12\right)\,}
\label{law}
\end{equation}
The prefactor falls with $d$, but the exponential wins: at fixed $P$ and $\gamma$, $d\ln w_0/dd=1/d-\ell/d^2$ is negative for $d<\ell$.

At the minimum the bracket in \eqref{thinF} equals $-1$, so the stripes lie below the single domain by
\begin{equation}
\Delta F=\frac{P^2d^2}{\pi\varepsilon_0w_0}.
\label{gain}
\end{equation}
In this model an unbounded thin film thus prefers stripes, but by an exponentially small energy. The bracket vanishes at $L=\ell/d-\frac32$, that is, at $w=w_0/e$. Narrower stripes, within the thin-film regime, cost more than a single domain.

\section{How good is the closed formula?}

The expansion assumed $d\ll w$. To see when this holds, return to the full energy. In units of $P^2d/\varepsilon_0$ it is
\begin{equation}
f(t)=\frac{4S(t)}{\pi^2t}+\frac{\ell}{d}\frac{t}{\pi^2}.
\end{equation}
Setting $f'(t)=0$ gives $4(S-tS')/t^2=\ell/d$. The numerator $S-tS'$ vanishes at $t=0$ and has derivative $-tS''=tA(t)$. Hence
\begin{equation}
4h(t)=\frac{\ell}{d},\qquad
h(t)=\frac1{t^2}\int_0^t sA(s)\,ds=\int_0^1uA(ut)\,du .
\label{exact}
\end{equation}
Because $A$ decreases from infinity to zero, so does $h$. There is exactly one solution, and since $f'=(\ell/d-4h)/\pi^2$ turns from negative to positive there, it is the minimum. Large $\ell/d$ forces small $t$: the condition $d\ll\ell$ by itself ensures that the film is much thinner than its domains.

The error can be bounded. Define
\begin{equation}
D(s)=\ln\frac{s/2}{\tanh(s/2)},\qquad D(0)=0,\qquad D'(s)=\frac1s-\frac1{\sinh s},
\end{equation}
so that $A(s)=\frac12[\ln(2/s)+D(s)]$. Since $\sinh s\ge s$, $D'\ge0$. Next, in the power series of $(\sinh s/s)(1-s^2/6)$ the coefficient of $s^{2k}$ for $k\ge1$ is
\begin{equation}
\frac1{(2k+1)!}-\frac1{6(2k-1)!}\le0,
\end{equation}
because $2k(2k+1)\ge6$. The product is therefore at most $1$, which means $1/\sinh s\ge1/s-s/6$ and $D'\le s/6$. Integration gives $0\le D(s)\le s^2/12$.

Now use $\int_0^1u\,du=\frac12$ and $\int_0^1u\ln(1/u)\,du=\frac14$ in \eqref{exact}:
\begin{equation}
\frac{\ell}{d}=\ln\frac2t+\frac12+\delta,\qquad
0\le\delta=2\int_0^1uD(ut)\,du\le\frac{t^2}{24}.
\end{equation}
With $2/t=2w/(\pi d)$ this reads
\begin{equation}
w=w_0e^{-\delta},\qquad 0\le\ln\frac{w_0}{w}\le\frac{\pi^2d^2}{24w^2}.
\end{equation}
The closed formula never underestimates the width of this model. At small $t$ the bound is nearly attained, because $D'=s/6+O(s^3)$ gives $\delta=t^2/24+O(t^4)$.

Direct minimization of the strip-field energy tests the result without the Fourier series. For $\ell/d=2$ it gives $w/d=6.981$, equal to the solution of \eqref{exact} at this precision, while \eqref{law} gives $7.040$. For $\ell/d=3$ the values are $19.115$ and $19.136$. The formula is thus about $0.8\%$ high in the first case and $0.1\%$ high in the second.

\section{The other limit: thick films}

For $t\to\infty$ the exponentials in $S$ vanish and the two faces no longer interact. Since $\sum_{n\,\rm odd}n^{-3}=\frac78\zeta(3)$ and $tS'\to0$, stationarity becomes $7\zeta(3)/(2t^2)=\ell/d$, or
\begin{equation}
w^2=\frac{\pi^2d^2}{t^2}=\frac{2\pi^2}{7\zeta(3)}\,\ell d .
\end{equation}
This is the Kittel law, in which domains widen as the film thickens. At $d=100\,\ell$ both it and the full condition give $w=15.32\,\ell$.

Between the two limits the width must pass through a minimum. From \eqref{exact}, $d=\ell/(4h)$ and $w=\pi d/t=\pi\ell/(4th)$. The width is smallest where $th=t^{-1}\int_0^tsA\,ds$ is largest, which requires $A(t)=h(t)$.

This happens once. Let $M=t^2(A-h)=t^2A-\int_0^tsA\,ds$. With $A'=-1/(2\sinh t)$, $M'=tB$, where $B=A-t/(2\sinh t)$ and $B'=(t\coth t-2)/(2\sinh t)$. As $t\coth t$ increases from $1$, $B$ first falls from $+\infty$ and then rises towards zero from below; it has one zero. So $M$ rises from zero and then falls to a negative limit, crossing zero once.

The numerical solution is $t=1.595$, $d=1.215\,\ell$ and $w=2.393\,\ell$. Thinning a film from the Kittel regime first narrows the domains; below $1.215\,\ell$ it widens them, and the exponential law takes over as $d/\ell$ becomes small.

\section{Numbers for a weakly polarized model film}

Choose $P=0.005~\mathrm{C/m^2}$ and $\gamma=5~\mathrm{mJ/m^2}$, round parameters that stand for no named material. Then
\begin{equation}
\ell=\frac{\pi(8.854\times10^{-12})(5\times10^{-3})}{(5\times10^{-3})^2}~\mathrm m
=5.563~\mathrm{nm}=105.1~\text{bohr}.
\end{equation}
For $d=1$~nm, $\ell/d=5.563$ and
\begin{equation}
w_0=\frac{\pi}{2}\,e^{5.063}~\mathrm{nm}=248~\mathrm{nm}\approx4690~\text{bohr}.
\end{equation}
With $P$ and $\gamma$ held fixed, the full condition \eqref{exact} gives:
\begin{center}
\begin{tabular}{cccc}
$d$ (nm) & $\ell/d$ & $w$ (nm) & $\Delta F$ ($\mu$J/m$^2$)\\
2.00 & 2.78 & 30.7 & 117\\
1.50 & 3.71 & 58.3 & 34.7\\
1.00 & 5.56 & 248 & 3.62\\
0.75 & 7.42 & 1190 & 0.425
\end{tabular}
\end{center}
The closed formula is $0.17\%$ high at $2$~nm and closer for the thinner films. Going from $1$ to $0.75$~nm multiplies the width by $0.75\,e^{7.418-5.563}=4.79$, although the film has lost only a quarter of its thickness. The turnover lies at $d=6.76$~nm, where $w=13.3$~nm.

These numbers assume that no charge crosses the film. Inside a wide domain the field is close to $P/\varepsilon_0=0.56$~V/nm, above the breakdown field of many bulk insulators. It puts about $0.56$~V across a film of $1$~nm and $1.1$~V across one of $2$~nm. A real film would need at least a band gap larger than this potential drop to stay free of compensating charge.

The energies show how weak the preference becomes. At $1$~nm, \eqref{gain} gives $3.62~\mu\mathrm{J/m^2}$, against a single-domain energy of $1412~\mu\mathrm{J/m^2}$, or $0.26\%$. At $0.75$~nm the share is $0.04\%$. Lateral size matters too: the periodic calculation needs a film many stripe widths across, which at $0.75$~nm means many micrometres. The numerical output lists the remaining digits.

\section{Where real films depart from the model}

These parameters are far from those of a strong ferroelectric oxide, where $P$ is roughly a few tenths of a $\mathrm{C/m^2}$. With $P=0.3~\mathrm{C/m^2}$ and $\gamma=100~\mathrm{mJ/m^2}$ the model gives $\ell=0.031$~nm, below atomic spacing, so no physical film could enter the exponential regime. One assumption that strongly affects this conclusion is rigidity. Suppose that the film also has a linear out-of-plane response with relative permittivity $\kappa$. The response reduces the dipole moment per area that produces the tail from $Pd$ to $Pd/\kappa$, and it reduces the tail field inside the film by another factor $\kappa$. The energy, including the cost of the induced polarization, is still $-\frac12\int P E_z\,dV$ with the rigid part $P$. The coefficient of the logarithm thus falls by $\kappa^2$, and $\ell$ becomes $\kappa^2\ell$ to leading logarithmic order. For $\kappa=10$ the strong case moves from $0.031$ to about $3$~nm. This estimate fixes the exponent, not the prefactor. The prefactor follows from matching each harmonic at the faces of the responding film, which replaces $1-e^{-k_nd}$ in $F_{\rm dep}$ by $2/[1+\sqrt\kappa\coth(k_nd/2\sqrt\kappa)]$. For $\kappa=10$ the minimum then approaches only about $0.03$ times the width that \eqref{law} gives with $\kappa^2\ell$ in place of $\ell$. Domains twelve times wider than the film is thick appear at $d=\kappa^2\ell/6$, about $0.5$~nm in the strong case, and an equal in-plane response would make them narrower still. Moreover, the single-domain field $P/(\kappa\varepsilon_0)$ would be $3.4$~V/nm, far above the breakdown field of bulk insulators, although across $0.5$~nm it amounts to a drop of only about $1.7$~V. For $\kappa=10$ the strong case thus reaches the exponential regime only at a thickness of about one unit cell. A larger $\kappa$ moves the regime to thicker films and weaker fields: with $\kappa=100$ in all directions the same matching gives $w/d=100$ near $d=3.4$~nm, at $0.34$~V/nm. In a wide domain, however, the induced polarization cancels a fraction $1-1/\kappa$ of $P$. A rigid polarization with a linear response is then a doubtful picture of a ferroelectric, and this estimate cannot decide whether a real oxide film enters the regime.

Other departures act differently. A real polarization may shrink or vanish in its own depolarizing field, which changes $P$ and $\gamma$ with thickness and removes the simple dependence on $1/d$. Mobile charge that compensates the bound surface charge removes the stray field on which the law rests. Walls in films about a nanometre thick need not be thin compared with $d$. If their width $b$ exceeds $d$, the $1/x$ tail starts at $b$ instead, which alters the prefactor in \eqref{law}. The exponent changes as well: the polarization is reduced inside the wall, which saves depolarization energy of order $P^2bd/\varepsilon_0$ per length of wall. This saving is proportional to $d$, like the wall cost, so it acts as a lower $\gamma$ and shortens $\ell$. The widths in the table are therefore properties of the sharp-wall, fixed-polarization model, not predictions for a particular film.

\section*{Numbers as computed}
\begin{verbatim}
Model parameters and characteristic length
P = 0.0050 C/m^2
gamma = 5.00 mJ/m^2
eps0 = 8.854188e-12 F/m
ell = 5.5633 nm = 105.130 bohr
Equilibrium stripes: one block per thickness
d = 2.00 nm: ell/d = 2.7816, w/d = 15.355
  w exact = 30.711 nm, closed formula = 30.764 nm
  ln(w0/w) = 1.74e-03, bound t^2/24 = 1.74e-03
  single-domain energy = 2823.52 uJ/m^2
  gain exact = 116.9247, leading = 117.0605 uJ/m^2
d = 1.50 nm: ell/d = 3.7088, w/d = 38.867
  w exact = 58.300 nm, closed formula = 58.316 nm
  ln(w0/w) = 2.72e-04, bound t^2/24 = 2.72e-04
  single-domain energy = 2117.64 uJ/m^2
  gain exact = 34.6796, leading = 34.6858 uJ/m^2
d = 1.00 nm: ell/d = 5.5633, w/d = 248.347
  w exact = 248.347 nm, closed formula = 248.348 nm
  ln(w0/w) = 6.67e-06, bound t^2/24 = 6.67e-06
  single-domain energy = 1411.76 uJ/m^2
  gain exact = 3.6189, leading = 3.6190 uJ/m^2
d = 0.75 nm: ell/d = 7.4177, w/d = 1586.443
  w exact = 1189.832 nm, closed formula = 1189.832 nm
  ln(w0/w) = 1.63e-07, bound t^2/24 = 1.63e-07
  single-domain energy = 1058.82 uJ/m^2
  gain exact = 0.4249, leading = 0.4249 uJ/m^2
slope of ln(w/d) against 1/d, two thinnest films = 5.5633 nm
w at d = 1 nm in atomic units = 4693.1 bohr
w(0.75 nm)/w(1 nm) = 4.791
Limits of the exponential law
smallest width: t = 1.5952, d/ell = 1.2152, w/ell = 2.3932
  in the example: d = 6.760 nm, w = 13.314 nm
d/ell = 100: w/ell exact = 15.3163, Kittel = 15.3163
strong case P = 0.3 C/m^2, gamma = 100 mJ/m^2: ell = 0.0309 nm
Independent checks
largest strip-field energy error (reduced) = 7.4e-07
w/d = 20: reduced gain, strips = 0.064370, log law = 0.064365
field reduction at w/d = 100, x/w = 0.3: strips = 0.012360, formula = 0.012361
ell/d = 2: w/d strips = 6.9811, exact = 6.9811, closed = 7.0398
ell/d = 3: w/d strips = 19.1147, exact = 19.1147, closed = 19.1362
ell/d = 10: w/d high precision = 20985.410, closed = 20985.410
\end{verbatim}
